**Weak infrared mode inside a reststrahlen band: position of the nearby permittivity zero**

The program studies $\varepsilon(\omega)=\varepsilon_\infty+\sum_j S_j\omega_j^2/(\omega_j^2-\omega^2-i\gamma_j\omega)$, with poles $\omega_j$, strengths $S_j$ and linewidths $\gamma_j$; its parameters are rough values for sapphire. It asserts that the zeros found by root search agree with the eigenvalues of the longitudinal equations of motion, and that a weak mode's nearby zero is shifted with the sign of the background permittivity in three test positions. For 400 random two-mode models, it asserts that the majority partner of the upper pole $\omega_2$ lies below that pole exactly when $\omega_2^2(1+S_2/\varepsilon_\infty)<\omega_1^2(1+S_1/\varepsilon_\infty)$, where $\omega_1$ is the lower pole; 29 of them are inverted. In the undamped two-mode example the weak pole is at 635.0 cm⁻¹ and its zero at 626.5 cm⁻¹. For a very weak mode, the linewidth at which the real-axis crossing disappears equals the undamped splitting to within 2%, and the printed ratio is 1.001. With four damped modes $\operatorname{Re}\varepsilon$ has no crossing near the weak mode, but the loss peak at 628.1 cm⁻¹ remains below the pole. The output also gives the effects of tilt, softening and doubled linewidths, none of which removes the inversion in this example.

## Numerical verification

```python
# Result under test: a weak infrared mode whose pole lies where the remaining
# permittivity is negative (inside a reststrahlen band) has its nearby
# permittivity zero BELOW its pole; elsewhere the nearby zero is above.
# eps(w) = eps_inf + sum_j S_j w_j^2 / (w_j^2 - w^2 - i gamma_j w), exp(-i w t).
# Each mode is a row (pole w_j, strength S_j, linewidth gamma_j);
# frequencies in cm^-1. Longitudinal modes are the zeros of eps.
# Parameters: rough typical values for crystalline alumina (sapphire).
import numpy as np
from scipy.optimize import brentq
from scipy import constants as const

EPS_INF = 3.1
STRONG = (570.0, 3.0, 11.0)
WEAK = (635.0, 0.3, 13.0)
LOWER = [(385.0, 0.3, 6.0), (440.0, 2.7, 4.5)]
EXTRAORDINARY = [(400.0, 6.8, 0.0), (583.0, 1.7, 0.0)]
MEV = const.h * const.c * 100 / const.e * 1000   # meV per cm^-1


def eps(w, modes, damped=False):
    total = EPS_INF + 0 * w
    for pole, strength, gamma in modes:
        loss = 1j * gamma * w if damped else 0.0
        total = total + strength * pole**2 / (pole**2 - w**2 - loss)
    return total


def zeros_by_search(modes):
    """One root search of eps in each interval above a pole."""
    poles = sorted(m[0] for m in modes)
    top = 1.001 * np.sqrt(poles[-1]**2
                          + sum(m[1] * m[0]**2 for m in modes) / EPS_INF)
    edges = poles + [top]
    return np.array([brentq(lambda w: eps(w, modes), lo + 1e-7, hi - 1e-7,
                            xtol=1e-11, rtol=1e-14)
                     for lo, hi in zip(edges[:-1], edges[1:])])


def longitudinal_matrix(modes):
    pole = np.array([m[0] for m in modes])
    z = pole * np.sqrt([m[1] for m in modes])
    return np.diag(pole**2) + np.outer(z, z) / EPS_INF, z


def damped_zeros(modes):
    """Complex zeros from the damped equations of motion at D = 0."""
    matrix, _ = longitudinal_matrix(modes)
    n = len(modes)
    friction = np.diag([m[2] for m in modes])
    state = np.block([[np.zeros((n, n)), np.eye(n)], [-matrix, -friction]])
    freq = 1j * np.linalg.eigvals(state)
    freq = freq[freq.real > 0]
    return freq[np.argsort(freq.real)]


two = [STRONG, WEAK]
four = LOWER + two
ws, Ss, _ = STRONG
ww, Sw, gw = WEAK

# Zeros of eps against eigenvalues of the longitudinal matrix
for modes in (two, four):
    found = zeros_by_search(modes)
    matrix, _ = longitudinal_matrix(modes)
    assert np.allclose(found, np.sqrt(np.linalg.eigvalsh(matrix)), atol=1e-6)
    poles = np.array([m[0] for m in modes])
    assert np.all(found > poles) and np.all(found[:-1] < poles[1:])
    product = np.prod(found**2 / poles**2)
    assert abs(product - eps(0.0, modes) / EPS_INF) < 1e-8
    for lo, hi in zip(poles, list(poles[1:]) + [1500.0]):
        grid = np.linspace(lo + 0.01, hi - 0.01, 2000)
        assert np.all(np.diff(eps(grid, modes)) > 0)

# Two-mode example: shares, polarizations and the two parts of the shift
zero_low, zero_high = zeros_by_search(two)
matrix, z = longitudinal_matrix(two)
_, vectors = np.linalg.eigh(matrix)
weak_share = vectors[1, 0]**2
field = -(z @ vectors[:, 0]) / EPS_INF
pol_strong, pol_weak = z * vectors[:, 0] / field
assert pol_weak > 0 > pol_strong and weak_share > 0.5 and zero_low < ww
assert abs(pol_weak - Sw * ww**2 / (ww**2 - zero_low**2)) < 1e-6
a2, b2 = Ss * ws**2 / EPS_INF, Sw * ww**2 / EPS_INF
wL = zeros_by_search([STRONG])[0]
assert abs(wL**2 - ws**2 - a2) < 1e-5
repulsion = -a2 * b2 / (wL**2 - ww**2)
weak_alone = zeros_by_search([WEAK])[0]
assert weak_alone > ww          # without the strong mode the order is normal
background = eps(ww, [STRONG])
first_order = np.sqrt(ww**2 + Sw * ww**2 / background)

# Small-strength law: its error must fall as the square of the strength
errors = []
for s in (0.004, 0.002):
    exact = zeros_by_search([STRONG, (ww, s, 0.0)])[0]**2 - ww**2
    b2_small = s * ww**2 / EPS_INF
    law = -b2_small * (ww**2 - ws**2) / (wL**2 - ww**2)
    assert abs(exact / law - 1) < 0.02
    assert abs(law - s * ww**2 / background) < 1e-6
    errors.append(exact - law)
error_ratio = errors[0] / errors[1]
assert abs(error_ratio - 4) < 0.1

# Sign rule for a weak probe below, inside and above the strong band
probe_rows = []
for probe in (500.0, 635.0, 900.0):
    found = zeros_by_search([STRONG, (probe, 0.03, 0.0)])
    shift = found[np.argmin(abs(found - probe))] - probe
    back = eps(probe, [STRONG])
    assert np.sign(shift) == np.sign(back)
    probe_rows.append((probe, back, shift))

# Exact majority criterion on random two-mode models
rng = np.random.default_rng(4)
inverted_count = 0
trials = 400
for _ in range(trials):
    p1 = rng.uniform(300, 600)
    p2 = p1 + rng.uniform(20, 500)
    s1, s2 = rng.uniform(0.05, 4, 2)
    found = zeros_by_search([(p1, s1, 0.0), (p2, s2, 0.0)])
    motion = [np.array([np.sqrt(s1) * p1 / (p1**2 - f**2),
                        np.sqrt(s2) * p2 / (p2**2 - f**2)]) for f in found]
    share2 = [m[1]**2 / (m @ m) for m in motion]
    inverted = found[int(np.argmax(share2))] < p2
    rule = p2**2 * (1 + s2 / EPS_INF) < p1**2 * (1 + s1 / EPS_INF)
    assert inverted == rule
    inverted_count += inverted
assert 0 < inverted_count < trials

# Strength at which the shares become equal; the branch stays below the pole
S_equal = EPS_INF * (wL**2 - ww**2) / ww**2
equal_modes = [STRONG, (ww, S_equal, 0.0)]
equal_vec = np.linalg.eigh(longitudinal_matrix(equal_modes)[0])[1]
assert abs(equal_vec[1, 0]**2 - 0.5) < 1e-9
for s in (S_equal, 3 * S_equal, 30 * S_equal):
    assert ws < zeros_by_search([STRONG, (ww, s, 0.0)])[0] < ww

# Transparent window between the zero and the weak pole
no_reflection = brentq(lambda w: eps(w, two) - 1, ws + 1e-6, ww - 1e-6)
assert zero_low < no_reflection < ww


def reflectivity(w, modes, damped):
    n = np.sqrt(eps(w, modes, damped) + 0j)
    return abs((n - 1) / (n + 1))**2


assert reflectivity(no_reflection, two, False) < 1e-12
for w in (600.0, 700.0):
    assert abs(reflectivity(w, two, False) - 1) < 1e-12

# Linewidth at which the real-axis crossing disappears, for a very weak mode
tiny = 0.003
split_tiny = ww - zeros_by_search([STRONG, (ww, tiny, 0.0)])[0]


def highest_real_part(gamma):
    w = np.linspace(ww - 4 * gamma, ww, 8001)
    return (eps(w, [STRONG], False)
            + (eps(w, [(ww, tiny, gamma)], True) - EPS_INF).real).max()


gamma_critical = brentq(highest_real_part, 0.3 * split_tiny, 3 * split_tiny)
assert abs(gamma_critical / split_tiny - 1) < 0.02

# Neglected effects: lower modes, damping, tilt, heating
zeros_four = zeros_by_search(four)
complex_zeros = damped_zeros(four)
assert np.all(abs(eps(complex_zeros, four, True)) < 1e-7)
damped_zero = complex_zeros[2]
assert damped_zero.real < ww
grid = np.arange(605.0, 650.0, 0.01)
eps_grid = eps(grid, four, True)
real_max = eps_grid.real.max()
assert real_max < 0             # no real-axis crossing at these linewidths
loss = (-1 / eps_grid).imag
i_peak = int(np.argmax(loss))
assert 0 < i_peak < len(grid) - 1 and grid[i_peak] < ww
assert abs(grid[i_peak] - damped_zero.real) < gw / 2
loss_without = (-1 / eps(grid[i_peak], LOWER + [STRONG], True)).imag
assert loss_without < 0.5 * loss[i_peak]
refl = reflectivity(grid, four, True)
i_dip = int(np.argmin(refl))
assert 0 < i_dip < len(grid) - 1 and damped_zero.real < grid[i_dip] < ww
refl_without = reflectivity(grid[i_dip], LOWER + [STRONG], True)
assert refl_without > refl[i_dip]


def tilted_zero(degrees):
    c2 = np.cos(np.radians(degrees))**2
    return brentq(lambda w: c2 * eps(w, four)
                  + (1 - c2) * eps(w, EXTRAORDINARY), 583.001, ww - 1e-6)


tilts = [(angle, tilted_zero(angle)) for angle in (10, 30, 60)]
assert abs(tilted_zero(0) - zeros_four[2]) < 1e-6
soft = LOWER + [(0.99 * ws, Ss, 0.0), WEAK]
zero_soft = zeros_by_search(soft)[2]
broad_zero = damped_zeros([(p, s, 2 * g) for p, s, g in four])[2]
assert max(zero_soft, broad_zero.real) < ww

print(f"high-frequency permittivity: {EPS_INF}")
for name, m in (("lower 1", LOWER[0]), ("lower 2", LOWER[1]),
                ("strong", STRONG), ("weak", WEAK)):
    print(f"{name}: pole {m[0]:.0f} cm^-1, S {m[1]}, linewidth {m[2]} cm^-1")
for m in EXTRAORDINARY:
    print(f"extraordinary ray: pole {m[0]:.0f} cm^-1, S {m[1]}")
print("TWO MODES, UNDAMPED")
print(f"strong mode alone, zero: {wL:.1f} cm^-1")
print(f"weak mode alone, zero: {weak_alone:.1f} cm^-1")
print(f"background permittivity at weak pole: {background:.2f}")
print(f"a^2: {a2:.0f} cm^-2;  b^2 (own field): {b2:.0f} cm^-2")
print(f"repulsion by strong mode: {repulsion:.0f} cm^-2")
print(f"net first-order shift of square: {b2 + repulsion:.0f} cm^-2")
print(f"first-order zero: {first_order:.1f} cm^-1")
print(f"lower zero: {zero_low:.1f} cm^-1 = {zero_low * MEV:.2f} meV")
print(f"weak pole: {ww:.1f} cm^-1 = {ww * MEV:.2f} meV")
print(f"zero minus weak pole: {zero_low - ww:.1f} cm^-1")
print(f"upper zero: {zero_high:.1f} cm^-1 = {zero_high * MEV:.2f} meV")
print(f"weak-mode share of lower zero: {weak_share:.3f}")
print(f"P/(eps0 E) at lower zero: weak {pol_weak:.2f}, "
      f"strong {pol_strong:.2f}")
print(f"weak strength for equal shares: {S_equal:.3f}")
print(f"zero reflection (eps = 1) at: {no_reflection:.2f} cm^-1")
print(f"error ratio on halving strength: {error_ratio:.3f}")
for probe, back, shift in probe_rows:
    print(f"probe S 0.03 at {probe:.0f} cm^-1: background {back:.2f}, "
          f"shift {shift:+.2f} cm^-1")
print(f"random models: {inverted_count} of {trials} inverted")
print(f"critical linewidth / splitting (S {tiny}): "
      f"{gamma_critical / split_tiny:.4f}")
print("NEGLECTED EFFECTS, FOUR MODES")
print("undamped zeros: " + ", ".join(f"{x:.1f}" for x in zeros_four)
      + " cm^-1")
print(f"undamped splitting: {ww - zeros_four[2]:.1f} cm^-1")
print(f"damped zero: {damped_zero.real:.1f} "
      f"{damped_zero.imag:+.1f}i cm^-1")
print(f"highest Re eps, 605 to 650 cm^-1: {real_max:.2f}")
print(f"loss peak: {grid[i_peak]:.1f} cm^-1, height {loss[i_peak]:.3f}")
print(f"loss there without weak mode: {loss_without:.3f}")
print(f"reflectivity dip: {grid[i_dip]:.1f} cm^-1, R {refl[i_dip]:.3f}")
print(f"R there without weak mode: {refl_without:.3f}")
for angle, value in tilts:
    print(f"wavevector tilted {angle} deg, undamped zero: {value:.1f} cm^-1")
print(f"strong pole softened 1%, undamped zero: {zero_soft:.1f} cm^-1")
print(f"linewidths doubled, zero: {broad_zero.real:.1f} "
      f"{broad_zero.imag:+.1f}i cm^-1")
print("no test failed")
```

Output:

```
high-frequency permittivity: 3.1
lower 1: pole 385 cm^-1, S 0.3, linewidth 6.0 cm^-1
lower 2: pole 440 cm^-1, S 2.7, linewidth 4.5 cm^-1
strong: pole 570 cm^-1, S 3.0, linewidth 11.0 cm^-1
weak: pole 635 cm^-1, S 0.3, linewidth 13.0 cm^-1
extraordinary ray: pole 400 cm^-1, S 6.8
extraordinary ray: pole 583 cm^-1, S 1.7
TWO MODES, UNDAMPED
strong mode alone, zero: 799.6 cm^-1
weak mode alone, zero: 665.0 cm^-1
background permittivity at weak pole: -9.34
a^2: 314419 cm^-2;  b^2 (own field): 39022 cm^-2
repulsion by strong mode: -51967 cm^-2
net first-order shift of square: -12946 cm^-2
first-order zero: 624.7 cm^-1
lower zero: 626.5 cm^-1 = 77.68 meV
weak pole: 635.0 cm^-1 = 78.73 meV
zero minus weak pole: -8.5 cm^-1
upper zero: 830.1 cm^-1 = 102.92 meV
weak-mode share of lower zero: 0.832
P/(eps0 E) at lower zero: weak 11.31, strong -14.41
weak strength for equal shares: 1.815
zero reflection (eps = 1) at: 627.12 cm^-1
error ratio on halving strength: 3.993
probe S 0.03 at 500 cm^-1: background 16.11, shift +0.46 cm^-1
probe S 0.03 at 635 cm^-1: background -9.34, shift -1.00 cm^-1
probe S 0.03 at 900 cm^-1: background 1.09, shift +11.44 cm^-1
random models: 29 of 400 inverted
critical linewidth / splitting (S 0.003): 1.0011
NEGLECTED EFFECTS, FOUR MODES
undamped zeros: 387.7, 481.3, 628.0, 911.0 cm^-1
undamped splitting: 7.0 cm^-1
damped zero: 628.0 -6.4i cm^-1
highest Re eps, 605 to 650 cm^-1: -5.89
loss peak: 628.1 cm^-1, height 0.078
loss there without weak mode: 0.008
reflectivity dip: 629.8 cm^-1, R 0.577
R there without weak mode: 0.949
wavevector tilted 10 deg, undamped zero: 628.2 cm^-1
wavevector tilted 30 deg, undamped zero: 629.5 cm^-1
wavevector tilted 60 deg, undamped zero: 632.9 cm^-1
strong pole softened 1%, undamped zero: 627.3 cm^-1
linewidths doubled, zero: 627.9 -12.7i cm^-1
no test failed
```
